# The linear Stark effect of a tetrahedral acceptor quartet, derived twice, part 2

A hole of charge $q$ is bound to an acceptor on a site of tetrahedral symmetry $T_d$, in a static, uniform electric field $\mathbf F$ and no magnetic field. Its ground level is a $\Gamma_8$ quartet with states $|m\rangle$, $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$. The matrices $J_x,J_y,J_z$ belong to $J=\tfrac32$, are dimensionless and have the standard phases; $x,y,z$ are the cube axes. The operation $S_4$ is a quarter turn about $z$ combined with inversion.

A first derivation, from symmetry and time reversal, gave to first order in the field

$$H=\frac{p}{\sqrt3}\left(F_xQ_x+F_yQ_y+F_zQ_z\right),\qquad Q_z=J_xJ_y+J_yJ_x ,$$

with $Q_x=J_yJ_z+J_zJ_y$ and $Q_y=J_zJ_x+J_xJ_z$. The nonzero elements of $Q_z$ are

$$\langle\tfrac32|Q_z|{-\tfrac12}\rangle=\langle\tfrac12|Q_z|{-\tfrac32}\rangle=-i\sqrt3$$

and their conjugates, so for a field along $[001]$ $H$ falls into two blocks, for the pairs $(\tfrac32,-\tfrac12)$ and $(\tfrac12,-\tfrac32)$. The levels are $\pm pF$, each twice, for every field direction, and the splitting is $2|p|F$. The real dipole moment $p$ was left open.

For a field along $z$ the quadratic term is

$$H_2=F^2(\alpha+\beta N),\qquad N=J_z^2-\tfrac54,$$

with $|\beta|\le-\alpha$. The half-splitting $\beta F^2$ adds in quadrature to $pF$. Replacing every excitation energy by the smallest one, $E_1$, and completing the sum over states gives the closure bound

$$|\alpha|F^2\le\frac{q^2F^2\langle z^2\rangle}{E_1},$$

where $\langle z^2\rangle$ is averaged over the quartet.

For the same field direction, a tetragonal strain along $z$ multiplies $N$, and its half-splitting adds in quadrature to $pF$. The shear $\varepsilon_{xy}$ multiplies $Q_z$ and adds to $pF$ directly, with either sign.

The second derivation now builds the same linear Hamiltonian from a model of the hole with orbitals, spin and an octupole potential, which also gives a formula for $p$.

### The model

One particle of charge $q$ has orbitals grouped in shells of definite angular momentum. The order of the shells is assumed: three p orbitals lie lowest, and a d shell lies higher by $\Delta$. The p orbitals stand for the p-like triplet at the top of the valence band. A particle with ordinary kinetic energy in a central potential would instead have an s orbital lowest. The tetrahedral surroundings add the lowest angular term that distinguishes a tetrahedron from its inverted image,

$$V_3=v(r)\,\frac{xyz}{r^3}.$$

The particle has spin $\tfrac12$ and a spin-orbit coupling $A\,\mathbf L\cdot\mathbf S$. On the p shell

$$\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-2-\tfrac34\right],$$

which is $\tfrac12$ for $j=\tfrac32$ and $-1$ for $j=\tfrac12$. For $A<0$ the quartet $j=\tfrac32$ lies lowest, and the doublet lies $\tfrac32|A|$ above it.

The field energy is $-q\mathbf F\cdot\mathbf r$. With $\mathbf f=-q\mathbf F$ it becomes $\mathbf f\cdot\mathbf r$. The calculation is to first order in $V_3$ and in $\mathbf f$, and spin-orbit coupling is neglected beside $\Delta$.

### Mixing p and d orbitals

On the unit sphere, with functions normalized to a mean square of one, the angular parts are

$$p_x=\sqrt3\,x,\qquad d_{yz}=\sqrt{15}\,yz ,$$

and cyclic. Two averages over the sphere are needed. Take three independent Gaussian variables of unit variance. The mean of $x^2y^2$ is 1, and so is that of $x^2y^2z^2$. The radius is distributed as $r^2e^{-r^2/2}$, and integration by parts gives $\langle r^{2n}\rangle=(2n+1)\langle r^{2n-2}\rangle$, so $\langle r^4\rangle=3\cdot5=15$ and $\langle r^6\rangle=3\cdot5\cdot7=105$. Radius and direction are independent, hence on the unit sphere

$$\overline{x^2y^2}=\tfrac1{15},\qquad \overline{x^2y^2z^2}=\tfrac1{105}.$$

The potential $V_3$ acting on $p_x$ has the angular form $x^2yz$, which is odd in $y$ and in $z$. Among the p and d orbitals it overlaps with $d_{yz}$ alone, and the matrix element is

$$W=\langle d_{yz}|V_3|p_x\rangle=\bar v\,\sqrt{45}\cdot\frac1{105}=\frac{\bar v}{7\sqrt5},$$

where $\bar v$ is the radial integral of $v(r)$ between the two shells. First-order perturbation theory divides by the initial energy minus the admixed energy, which is $-\Delta$. The corrected orbitals are

$$|X\rangle=|p_x\rangle-\frac W\Delta|d_{yz}\rangle,\quad |Y\rangle=|p_y\rangle-\frac W\Delta|d_{zx}\rangle,\quad |Z\rangle=|p_z\rangle-\frac W\Delta|d_{xy}\rangle .$$

Each has lost its definite parity and can have dipole matrix elements with the others.

### The field in the orbital triplet

For a field along $z$ the position matrix elements are

$$G=\langle p_x|z|d_{zx}\rangle=\langle p_y|z|d_{yz}\rangle=\rho\,\sqrt{45}\cdot\frac1{15}=\frac{\rho}{\sqrt5},$$

with $\rho$ the radial integral of $r$ between the shells. Between $X$ and $Y$ the two cross terms contribute equally:

$$\langle X|z|Y\rangle=-\frac W\Delta\left(\langle p_x|z|d_{zx}\rangle+\langle d_{yz}|z|p_y\rangle\right)=-\frac{2WG}{\Delta}\equiv\kappa .$$

The terms $\langle p_x|z|p_y\rangle$ and $\langle d_{yz}|z|d_{zx}\rangle$ vanish by parity. To first order in $W$ all other elements of $z$ in the triplet vanish as well, because their integrands are odd in at least one coordinate. For example, $\langle p_z|z|d_{xy}\rangle$ contains $xyz^2$, and $\langle p_x|z|d_{xy}\rangle$ contains $x^2yz$. Therefore

$$f z\;\to\;\kappa f\,\tau_z,\qquad \tau_z=|X\rangle\langle Y|+|Y\rangle\langle X| .$$

Without spin, the levels would be $\kappa f$, $0$ and $-\kappa f$.

### Projection on the quartet

Set $|{\pm1}\rangle=\mp(|X\rangle\pm i|Y\rangle)/\sqrt2$ and $|0\rangle=|Z\rangle$. Then

$$\langle1|\tau_z|{-1}\rangle=\left(-\tfrac1{\sqrt2}\right)\left(-\tfrac{i}{\sqrt2}\right)+\left(\tfrac{i}{\sqrt2}\right)\left(\tfrac1{\sqrt2}\right)=i .$$

The diagonal elements of $\tau_z$ in $|{\pm1}\rangle$ vanish, since each is an imaginary number plus its conjugate, and $\tau_z|0\rangle=0$.

The quartet follows from $|\tfrac32\rangle=|1\rangle\!\uparrow$ by repeated lowering:

$$|\tfrac12\rangle=\frac{\sqrt2\,|0\rangle\!\uparrow+|1\rangle\!\downarrow}{\sqrt3},\quad |{-\tfrac12}\rangle=\frac{|{-1}\rangle\!\uparrow+\sqrt2\,|0\rangle\!\downarrow}{\sqrt3},\quad |{-\tfrac32}\rangle=|{-1}\rangle\!\downarrow .$$

The field does not act on the spin. From $|{-\tfrac12}\rangle$ to $|\tfrac32\rangle$ the spin-up part contributes $i/\sqrt3$. From $|{-\tfrac32}\rangle$ to $|\tfrac12\rangle$ the spin-down part also contributes $i/\sqrt3$. All other independent elements vanish, either because the spins differ or because $|0\rangle$ is involved. Comparison with $-i\sqrt3$ for $Q_z$ gives

$$\tau_z\to-\tfrac13Q_z .$$

The field Hamiltonian in the quartet is then

$$H=-\frac{\kappa f}{3}Q_z=\frac{a f}{\sqrt3}Q_z,\qquad a=-\frac{\kappa}{\sqrt3}=\frac{2WG}{\sqrt3\,\Delta}=\frac{2\,\bar v\rho}{35\sqrt3\,\Delta}.$$

The length $a$ sets the dipole moment: $f=-qF$ gives $p=-qa$. The cyclic exchange $x\to y\to z\to x$ leaves $xyz$ and $\mathbf L\cdot\mathbf S$ unchanged, and it produces the $x$ and $y$ terms with the same coefficient. This is the Hamiltonian of the first derivation. For $[001]$ each block has off-diagonal elements of magnitude $|a f|=|p|F$, so the levels are again $\pm pF$.

In this model a large dipole needs a strong octupole potential where both shells have weight, a large radial integral $\rho$, and a low-lying d shell. With several d shells the expression becomes a sum over them, and contributions of different sign can cancel.

### A numerical case

Take all radial factors as one, p, d and s shells at energies 0, 1 and 1.5, $A=-0.3$, and an octupole strength $\bar v=4$, in model units. The formula gives $a=8/(35\sqrt3)=0.132$. Numerical diagonalization of the full 18-state Hamiltonian, followed by projection of the position operator on the lowest quartet, gives $0.127$. The formula is about 4% above this value. It leaves out higher powers of $V_3$ and the spin-orbit coupling in the energy denominators, and here these two omissions partly cancel. Without spin-orbit coupling, each p orbital mixes with one d orbital only, and solving that two-level problem exactly replaces $2W/\Delta$ by $2W/\sqrt{\Delta^2+4W^2}$. This lowers $a$ from $0.132$ to $0.118$, and spin-orbit coupling raises it again to $0.127$. The 4% is therefore not a measure of either omission.

At the small field $f=10^{-5}$, diagonalization gives a half-splitting divided by $f$ of $0.127$ along $[001]$, $[110]$, $[111]$ and $[123]$. With the octupole potential removed, the value along $[001]$ falls to $10^{-6}$. Parity then forbids a linear term, and what remains is of second order in the field.

The quadratic term of the same model has $\alpha=-0.299$ and $\beta=0.0605$, with $f$ in place of $F$. This respects $|\beta|\le|\alpha|$. The closure bound on $|\alpha|$ is $0.858$, nearly three times the actual value, so such a bound should not be read as an estimate of the shift.

### An acceptor in silicon

For a deep acceptor in the regime of indium in silicon, take $p=1$ debye, which is $0.0208\,e\,$nm. This is an assumed order of magnitude, not a calculated moment. A field of 10 kV/cm, taken along $[001]$, is $10^{-3}$ V/nm, so

$$pF=0.0208\times10^{-3}\ \text{eV}=20.8\ \mu\text{eV}.$$

The levels lie at $\pm21\ \mu$eV. The splitting is $42\ \mu$eV, or 10 GHz. At 0.1 K, $k_BT=8.6\ \mu$eV, the Boltzmann factor is $e^{-41.6/8.62}=0.008$, and the upper pair holds 0.8% of the population in equilibrium.

For the quadratic effect, take a binding energy $E_b$ of 155 meV and a hole mass of 0.25 electron masses, both rough. An envelope $e^{-r/\ell}$ with $\ell=\hbar/\sqrt{2mE_b}=0.99$ nm has $\langle r^2\rangle=3\ell^2$, hence $\langle z^2\rangle=\ell^2$. With a lowest p-like excitation at a rough 140 meV, the closure bound is

$$\frac{(eF\ell)^2}{E_1}=\frac{(0.992\ \text{meV})^2}{140\ \text{meV}}=7.0\ \mu\text{eV}.$$

Even if this whole amount were a half-splitting, the splitting would rise only from 41.6 to $43.9\ \mu$eV. The ceiling is only as good as the assumed envelope and excitation energy, which are not taken from one model. A hydrogen-like centre with this envelope would have its first excitation at $\tfrac34E_b=116$ meV, and the bound would then be $8.5\ \mu$eV. A doublet assumed 20 meV above the quartet and coupled by a dipole of the same size $p$ is treated separately. It shifts the levels by $(pF)^2/(20\ \text{meV})=0.02\ \mu$eV. The gap of 20 meV is closer to that of a shallow acceptor and may be several times smaller for a deep one. A gap of 4 meV would give $0.1\ \mu$eV, which is still small beside $pF$.

Strain matters more. With rough deformation potentials of 1.5 eV for tetragonal strain and 4 eV for shear, a single strain component of $10^{-6}$, either $\varepsilon_{zz}$ or $\varepsilon_{xy}$, gives a half-splitting of 1.5 or $4\ \mu$eV respectively. The tetragonal part changes the splitting by $0.1\ \mu$eV. The shear $\varepsilon_{xy}$ changes it by $8\ \mu$eV, to $50\ \mu$eV if the signs agree. Real devices break the assumption of an unstrained site: near metal gates that contract on cooling, strains of order $10^{-4}$ (a rough figure) are plausible. The shear half-splitting would then be about $400\ \mu$eV and would dominate the field term. A tetragonal strain of that size, with a half-splitting of $150\ \mu$eV, would let the field add only about $3\ \mu$eV to the splitting instead of 42, and would reduce its slope with field to 14% of $2|p|$. The shears $\varepsilon_{yz}$ and $\varepsilon_{zx}$, which multiply $Q_x$ and $Q_y$, also add in quadrature for this field and suppress the slope in the same way. The simple law $2|p|F$ therefore calls for an acceptor far from such sources, or for a separate measurement of the strain.

Tunnelling out of the acceptor is negligible at this field. For a triangular barrier of width $E_b/eF=155$ nm, the exponent is $\tfrac43E_b/(eF\ell)=208$. The Coulomb tail of the acceptor lowers this to about 200, and a lighter hole mass of 0.16 lowers it further to about 160, which does not change the conclusion. The field is also about 3% of a rough bulk breakdown field of 300 kV/cm. A stray free hole is a different matter, since a flight of 155 nm without energy loss gives it the binding energy and could let it ionize an acceptor. The estimate assumes a cold, dark sample without injected carriers.

### What each derivation assumes

The symmetry derivation assumes an isolated $\Gamma_8$ level, a $T_d$ site, time reversal, and a field weak enough for first order. It does not assume a single particle, a particular band structure or a weak central-cell potential. Interactions between electrons change $p$ but not the form of $H$. The same holds for coupling to lattice vibrations, provided that the ground level remains an isolated $\Gamma_8$ quartet. The price is that $p$ must be measured or computed separately.

The orbital derivation assumes one particle, a p-like triplet as the parent of the quartet, a weak octupole potential, and a spin-orbit energy small beside $\Delta$. In return it gives $p$ for the model and shows one way in which such a dipole can arise. The moment of a real acceptor also depends on its extended wave function and on the crystal around it. Time reversal is present without being invoked: the potentials are real, the orbitals can be chosen real, and $z$ is then a real symmetric matrix. This excludes the antisymmetric combination $i(|X\rangle\langle Y|-|Y\rangle\langle X|)$, which is odd in time. In the orbital triplet $S_4$ excludes it too, since that operation leaves the combination unchanged but reverses $z$.

The orbital model also shows how the isolated-level assumption fails. The projection requires $|\kappa f|\ll\tfrac32|A|$. In the opposite limit the spin decouples, and the orbital triplet responds alone. For $[001]$ its levels are $\kappa f,0,-\kappa f$, a total spread of $2|\kappa|f$. For $[111]$ each off-diagonal element is $\kappa f/\sqrt3$. The levels are then $2\kappa f/\sqrt3$ once and $-\kappa f/\sqrt3$ twice, a spread of $\sqrt3|\kappa|f$. The splitting now depends on direction. In the quartet the spread is $2|\kappa|f/\sqrt3$ for every direction, so in this model the isotropy of the linear Stark effect rests on a spin-orbit splitting that is large compared with the field energy.
